\section*{Thick-film heat conduction with angle-dependent surface specularity}

\section{Problem}

A film of thickness $d$ carries heat along its plane. The carriers have an isotropic dispersion and one mean free path $\ell$, and $\delta=d/\ell$ is large. If each surface reflects a fixed fraction $p$ of the carriers specularly and the rest diffusely, the in-plane conductivity is
\begin{equation}
\frac{\kappa}{\kappa_0}\simeq 1-\frac{3}{8}\,\frac{1-p}{\delta},
\label{eq:constant}
\end{equation}
where $\kappa_0$ is the bulk value. Fully diffuse surfaces, $p=0$, give the coefficient $3/8$.

On a real surface the specularity depends on the angle of incidence. Let $\mu$ be the cosine of the angle between the carrier's velocity and the surface normal, so that $\mu\to0$ is grazing incidence, and let
\begin{equation}
p(\mu)=e^{-a\mu^2},\qquad a>0,
\label{eq:p}
\end{equation}
at both surfaces. Find in closed form the coefficient $C(a)$ that replaces $3/8$ in
\begin{equation}
\frac{\kappa}{\kappa_0}\simeq 1-\frac{C(a)}{\delta},
\label{eq:law}
\end{equation}
and find how large $\delta$ must be for this law to hold.

\section{A tempting solution}

Equation \eqref{eq:constant} needs one number $p$, so one may try to supply the mean specularity of a wall collision. Isotropic carriers strike a wall at a rate proportional to their normal velocity, hence to $\mu\,d\mu$. The normalized mean is
\begin{equation}
\bar p=\frac{\int_0^1\mu\,e^{-a\mu^2}d\mu}{\int_0^1\mu\,d\mu}
=\int_0^1 e^{-at}\,dt=\frac{1-e^{-a}}{a},
\label{eq:pbar}
\end{equation}
with $t=\mu^2$. Putting $\bar p$ into \eqref{eq:constant} gives
\begin{equation}
C_{\rm try}=\frac38\left(1-\frac{1-e^{-a}}{a}\right).
\label{eq:try}
\end{equation}
This vanishes for mirror surfaces, $a\to0$, and tends to $3/8$ for very rough ones, $a\to\infty$. Both limits are right, yet the formula is wrong between them.

\section{Where it fails}

The average $\bar p$ correctly gives the fraction of wall collisions that are specular. The conductivity asks something else: how much heat current is lost in those collisions. A carrier moving nearly along the normal has little velocity along the film, so randomizing its direction costs little. A grazing carrier may have a large velocity along the film. The average must therefore contain a further weight, which the transport equation supplies.

\subsection{Transport equation}

Let $x$ run along the temperature gradient, in the film plane, and $z$ along the normal. Take electrons in a metal, with energy $\varepsilon$, chemical potential $\zeta$ and equilibrium occupation $f_0$. Scattering in the volume is described by a relaxation time $\tau$, and $g$ is the deviation from $f_0$. In the steady state, to first order in the gradient,
\begin{equation}
v_z\frac{\partial g}{\partial z}+\frac{g}{\tau}
=-v_x\left(-\frac{\partial f_0}{\partial\varepsilon}\right)
\frac{\varepsilon-\zeta}{T}\frac{dT}{dx}.
\label{eq:boltz}
\end{equation}
The small thermoelectric field that stops the electric current is dropped, which is justified when $k_BT$ is far below the Fermi energy. Far from any surface $g$ does not depend on $z$, and its value $g_0$ is $\tau$ times the right-hand side.

Write $g=g_0h$ and $s=z/\ell$, with $\ell=v\tau$ and $v_z=v\mu$. Since $g_0$ is independent of $z$, dividing \eqref{eq:boltz} by $g_0/\tau$ gives
\begin{equation}
\mu\frac{\partial h}{\partial s}+h=1,\qquad -1\le\mu\le1.
\label{eq:h}
\end{equation}
Here $v$ and $\tau$ are taken constant over the thermal energy range around the Fermi level. The energy factors are then common to film and bulk.

The heat current density along $x$ is a sum over states of $(\varepsilon-\zeta)v_xg$. One factor $v_x$ stands there explicitly and a second sits in $g_0$. With azimuth $\varphi$ about the normal, $v_x^2=v^2(1-\mu^2)\cos^2\varphi$. The azimuthal integral cancels between film and bulk, and $\int_{-1}^1(1-\mu^2)d\mu=4/3$, so that
\begin{equation}
\frac{\kappa}{\kappa_0}=\frac34\int_{-1}^{1}(1-\mu^2)\,\langle h\rangle\,d\mu,
\label{eq:ratio}
\end{equation}
where $\langle h\rangle$ is the average of $h$ over the thickness. The factor $1-\mu^2$ is the weight missing from \eqref{eq:pbar}.

\subsection{Surface conditions}

Specular reflection reverses $v_z$ and keeps $v_x$ and the energy, so it passes on the fraction $p$ of the incident deviation. Diffusely emitted carriers are assumed to have lost all memory of their azimuth. Their occupation cannot be isotropic when $p$ depends on $\mu$: in equilibrium the specular part returns $p(\mu)f_0$, so the diffuse part must supply $[1-p(\mu)]f_0$. The incident deviation is odd in $v_x$, so it adds nothing to an emission that is independent of azimuth, and the diffuse part leaves with $g=0$. Writing $h_+$ for carriers moving up and $h_-$ for those moving down, both labelled by $\mu>0$, the lower surface requires
\begin{equation}
h_+(0,\mu)=p(\mu)\,h_-(0,\mu).
\label{eq:bc}
\end{equation}

\section{Correct solution}

\subsection{Film of any thickness}

For upward carriers \eqref{eq:h} has the solution $h_+=1-A\,e^{-s/\mu}$. The two surfaces are alike, so $h_-(s)=h_+(\delta-s)$. In particular $h_-(0)=h_+(\delta)=1-AE$, with $E=e^{-\delta/\mu}$. Condition \eqref{eq:bc} becomes
\begin{equation}
1-A=p(1-AE)
\quad\Longrightarrow\quad
A=\frac{1-p}{1-pE}.
\end{equation}
The thickness average is
\begin{equation}
\langle h_+\rangle=1-\frac{A}{\delta}\int_0^\delta e^{-s/\mu}ds
=1-\frac{\mu}{\delta}\,\frac{(1-p)(1-E)}{1-pE},
\end{equation}
and $\langle h_-\rangle$ is the same. The two directions double the integral over $0<\mu<1$ in \eqref{eq:ratio}. The term 1 reproduces the bulk, and
\begin{equation}
\frac{\kappa}{\kappa_0}=1-\frac{3}{2\delta}\int_0^1
\mu(1-\mu^2)\frac{(1-p)(1-E)}{1-pE}\,d\mu .
\label{eq:kernel}
\end{equation}

\subsection{The thick-film part and its error}

To separate the part that survives in a thick film, use
\begin{equation}
\frac{1-E}{1-pE}=1-\frac{(1-pE)-(1-E)}{1-pE}
=1-\frac{(1-p)E}{1-pE}.
\end{equation}
Equation \eqref{eq:kernel} then reads, with no approximation,
\begin{equation}
\frac{\kappa}{\kappa_0}=1-\frac{C}{\delta}+R,
\label{eq:split}
\end{equation}
where
\begin{align}
C&=\frac32\int_0^1\mu(1-\mu^2)\,[1-p(\mu)]\,d\mu,
\label{eq:Cdef}\\
R&=\frac{3}{2\delta}\int_0^1\mu(1-\mu^2)\frac{(1-p)^2E}{1-pE}\,d\mu .
\end{align}
The integrand of $R$ is not negative. Since $E\le1$, we have $1-pE\ge1-p$, so $(1-p)/(1-pE)\le1$. Since $\mu\le1$, we also have $E\le e^{-\delta}$. Both inequalities together give
\begin{equation}
0\le R\le e^{-\delta}\,\frac{C}{\delta}.
\label{eq:bound}
\end{equation}
Within this model the thick-film law has no further terms in powers of $1/\delta$. It overstates the reduction $1-\kappa/\kappa_0$ by at most the fraction $e^{-\delta}$ of its own value $C/\delta$, whatever the roughness. At $\delta=3$ this is at most 5\%. At $\delta=1$ the bound is 37\%, and \eqref{eq:kernel} should be used instead. The bound is not sharp: evaluating \eqref{eq:kernel} for $a$ between $0.1$ and $10^4$ gives a largest overstatement of about 18\%, 4\% and 1\% at $\delta=1$, 2 and 3, reached near $a\approx6$.

\subsection{The integral}

Insert \eqref{eq:p} into \eqref{eq:Cdef} and set $t=\mu^2$, so that $\mu\,d\mu=dt/2$:
\begin{equation}
C=\frac34\int_0^1(1-t)\left(1-e^{-at}\right)dt
=\frac34\left[\frac12-J\right],\qquad
J=\int_0^1(1-t)e^{-at}dt .
\label{eq:Ct}
\end{equation}
Integrating by parts,
\begin{align}
J&=\left[-\frac{(1-t)e^{-at}}{a}\right]_0^1-\frac1a\int_0^1e^{-at}dt
\nonumber\\
&=\frac1a-\frac{1-e^{-a}}{a^2}=\frac{a-1+e^{-a}}{a^2}.
\end{align}
The required coefficient is therefore
\begin{equation}
C(a)=\frac38\left[1-\frac{2\,(a-1+e^{-a})}{a^2}\right].
\label{eq:C}
\end{equation}

\section{What the right average changes}

Equation \eqref{eq:C} has the form $C=\frac38(1-p_{\rm eff})$, with
\begin{equation}
p_{\rm eff}=4\int_0^1\mu(1-\mu^2)\,p(\mu)\,d\mu
=\frac{2(a-1+e^{-a})}{a^2}.
\label{eq:peff}
\end{equation}
The prefactor normalizes the weight, because $\int_0^1\mu(1-\mu^2)d\mu=1/4$. For constant $p$ this returns \eqref{eq:constant}. A single effective specularity thus does exist for the thick-film law, but it is not the mean over collisions.

The sign of the error in \eqref{eq:try} follows by subtracting the two averages, both written as integrals over $t$:
\begin{align}
p_{\rm eff}-\bar p&=\int_0^1\left[2(1-t)-1\right]e^{-at}dt
=\int_0^1(1-2t)\,e^{-at}dt\nonumber\\
&=\int_0^{1/2}(1-2t)\left[e^{-at}-e^{-a(1-t)}\right]dt>0 .
\end{align}
The last line folds the upper half of the range onto the lower half by $t\to1-t$, which changes the sign of $1-2t$. For $t<1/2$ both factors are positive. Hence $C_{\rm try}>C$ for every $a>0$: the tempting formula overstates the thick-film reduction. Grazing carriers, which this surface reflects best, carry more weight in the heat current than in the count of collisions.

\paragraph{Smooth surfaces.} For $a\ll1$, the expansion $a-1+e^{-a}=a^2/2-a^3/6+a^4/24-\dots$ gives
\begin{equation}
C=\frac a8-\frac{a^2}{32}+\dots,\qquad
C_{\rm try}=\frac{3a}{16}+\dots
\end{equation}
The tempting result is too large by a factor $3/2$.

\paragraph{Rough surfaces.} For $a\gg1$ the term $e^{-a}$ can be dropped:
\begin{equation}
C\simeq\frac38-\frac{3}{4a}+\frac{3}{4a^2},\qquad
C_{\rm try}\simeq\frac38-\frac{3}{8a}.
\end{equation}
The approach to the diffuse value is slow, because some carriers always arrive with $\mu^2\lesssim1/a$ and are still reflected well. The tempting formula contains half of the leading departure from $3/8$.

The difference also matters when roughness is inferred from a known coefficient. For given small $C$, setting $3a'/16=a/8$ shows that the tempting formula returns $a'=2a/3$. If $a$ is proportional to the square of the rms roughness, as below, the inferred roughness is too small by a factor $\sqrt{2/3}\approx0.82$. This factor holds for small $a$ only. At $a=7.44$ it is 0.75, and for large $a$, where $3/(8a')=3/(4a)$ gives $a'=a/2$, it tends to $1/\sqrt2\approx0.71$. All these values belong to the present model, in which carriers that are not reflected specularly lose all memory of their in-plane direction.

\paragraph{Unequal surfaces.} Let the lower and upper surfaces have specularities $p_1$ and $p_2$. In a thick film, carriers reach each surface with $h=1$, up to terms of order $E$. They leave the lower one with $h=p_1$, and their deficit $(1-p_1)e^{-s/\mu}$ integrates over depth to $\mu(1-p_1)$. The upper surface contributes $\mu(1-p_2)$ in the same way. From \eqref{eq:ratio},
\begin{equation}
\frac{\kappa}{\kappa_0}\simeq1-\frac{3}{4\delta}\int_0^1
\mu(1-\mu^2)\left[(1-p_1)+(1-p_2)\right]d\mu
=1-\frac{C_1+C_2}{2\delta}.
\label{eq:unequal}
\end{equation}
As a test, \eqref{eq:h} was integrated numerically between surfaces with $a=1$ and $a=50$ at $\delta=8$, following repeated reflections. The coefficient found was $0.229692$; the mean of the two closed forms is $0.229695$.

\section{A copper film}

Consider a smooth epitaxial copper film, 200 nm thick, at 300 K, as a heat-spreading layer on a chip. The rough inputs are a cubic lattice constant of 0.36 nm with four atoms per cell, one conduction electron per atom, and a resistivity $\rho=1.7\ \mu\Omega\,$cm. The rms surface roughness is taken as $\eta=0.10$ nm.

The parameter $a$ follows from wave interference. A wave reflected from a point at height $u$ acquires the extra phase $2k\mu u$, where $k$ is the wave number. For Gaussian heights the mean amplitude is $\langle e^{2ik\mu u}\rangle=e^{-2k^2\eta^2\mu^2}$. Its square is the specular fraction, so
\begin{equation}
a=4k^2\eta^2 .
\end{equation}
This assumes gentle slopes, no shadowing, and a lateral correlation length well above the wavelength. Condition \eqref{eq:bc} assumes in addition that all other carriers lose all memory of their in-plane direction, which such gentle roughness does not bring about by itself. The numbers below therefore illustrate the model; they do not predict the loss at a gently rough surface.

The electron density is $n=4/(0.36\ {\rm nm})^3=85.7\ {\rm nm}^{-3}$. Free-electron relations give $k_F=(3\pi^2n)^{1/3}=13.64\ {\rm nm}^{-1}$. With $\rho=m/(ne^2\tau)$ and $v=\hbar k_F/m$, the mean free path is
\begin{equation}
\ell=v\tau=\frac{\hbar k_F}{ne^2\rho}=38.5\ {\rm nm},
\qquad \delta=\frac{200}{38.45}=5.20 .
\end{equation}
The Wiedemann--Franz law, with Lorenz number $L_0=2.443\times10^{-8}\ {\rm W\,\Omega\,K^{-2}}$, gives the bulk electronic conductivity $\kappa_0=L_0T/\rho=431\ {\rm W\,m^{-1}K^{-1}}$. For the surfaces,
\begin{align}
a&=4(13.641\times0.10)^2=7.44,\\
p_{\rm eff}&=\frac{2(7.4435-1+0.0006)}{7.4435^2}=0.233,\\
C&=0.375\,(1-0.2326)=0.288 .
\end{align}
The reduction is $C/\delta=0.2878/5.201=5.53\%$, and the film conducts $431\times(1-0.0553)=407\ {\rm W\,m^{-1}K^{-1}}$. The full expression \eqref{eq:kernel} also gives a reduction of 5.53\%, as does direct numerical integration of the transport equation. The remainder is $R=3.8\times10^{-5}$, below its bound $3.0\times10^{-4}$.

The collision average is $\bar p=0.134$, so the tempting formula gives a reduction of 6.24\%, too large by 13\% of the correct reduction. Fully diffuse surfaces would give 7.21\%.

\subsection{The model beside a real film}

The chosen roughness is less than one atomic step and describes an unusually smooth film. Heights on such a surface take only a few discrete values, so the Gaussian average behind \eqref{eq:p} is not accurate. For two levels a (111) step $h=0.208$ nm apart, with coverage $\theta$ and the same rms $\eta^2=\theta(1-\theta)h^2$, the phase average gives $p=1-4\theta(1-\theta)\sin^2(k\mu h)$, hence $C=0.244$ and a reduction of 4.7\% instead of 5.53\%. If the lower surface has $\eta=0.30$ nm, its coefficient is 0.364, close to the diffuse value. By \eqref{eq:unequal} the reduction then becomes 6.27\%, with all else fixed. Deposited films also usually contain grain boundaries. The Mayadas--Shatzkes model, used here without derivation, adds to $1/\tau$ a rate $g_b/(\tau|c|)$, where $c$ is the cosine to the direction of heat flow. Here $g_b=(\ell/D)R_b/(1-R_b)$, with grain size $D$ and boundary reflection $R_b$. For $D=200$ nm and a rough $R_b=0.2$, grain boundaries alone lower the conductivity by 6.6\%, more than the smooth surfaces do.

The largest sized change in the conductivity itself comes from the Wiedemann--Franz step. Inelastic small-angle collisions relax a heat current more effectively than an electric current. If the thermal path is 10\% shorter than the electrical one, a rough assumed figure, the film value falls from 407 to $369\ {\rm W\,m^{-1}K^{-1}}$. The surface reduction meanwhile drops to 4.98\%, because $\delta$ is larger. Heat carried by lattice vibrations acts the other way: a rough $15\ {\rm W\,m^{-1}K^{-1}}$ is 3.5\% of the electronic bulk value. At 373 K, with $\ell\propto1/T$ and the same surfaces, the surface reduction is 4.45\%; near the Debye temperature the resistivity rises somewhat faster than $T$, and a Bloch--Gr\"uneisen ratio of about 1.27 gives 4.3--4.4\%.

The specularity law itself is doubtful near grazing incidence. Roughness of correlation length $\xi$ changes the in-plane wave number by about $1/\xi$, and hence the square of the normal wave number by about $2k/\xi$. This is comparable with $k^2\mu^2$ when $\mu\approx\sqrt{2/(k\xi)}$, which is 0.12 for an assumed $\xi=10$ nm. If every carrier below that cosine were scattered diffusely, $C$ would rise by 3.6\% of its value. A further doubt concerns the carriers that are not reflected specularly. The model randomizes their in-plane direction completely, but a change of a few times $1/\xi$ in the in-plane wave number is small beside $k$, since $k\xi\approx136$ here. Such carriers keep nearly the same velocity along the film and lose little heat current. Gains and losses of in-plane wave number also nearly cancel in the average. For roughness with so long a correlation length, almost the whole surface reduction of 5.53\% therefore disappears, and the electronic conductivity moves back towards its bulk value of $431\ {\rm W\,m^{-1}K^{-1}}$. The 5.53\% applies only if the carriers that are not reflected specularly really are randomized in direction. Thermal smearing and subband quantization look minor here: $k_BT$ is 0.4\% of the Fermi energy, and about 870 subbands are occupied. The anisotropy of copper's Fermi surface is left out and has not been sized. The figure of $407\ {\rm W\,m^{-1}K^{-1}}$ is thus a model estimate; the combined corrections could move it by ten per cent or more. The numerical output below lists the values used.

\section*{Values computed for the example and the checks}
\begin{verbatim}
lattice constant (rough input): 0.36 nm
resistivity (rough input): 1.7 uOhm cm
temperature: 300 K
film thickness: 200 nm
rms roughness: 0.1 nm
electron density: 85.734 nm^-3
Fermi wave number: 13.641 nm^-1
Fermi wavelength: 0.4606 nm
mean free path: 38.451 nm
Lorenz number: 2.443 1e-8 W Ohm/K^2
bulk electronic conductivity: 431.12 W/(m K)
exponent a: 7.4435
exp(-a): 0.00058525
thickness / mean free path: 5.2014
effective specularity: 0.23262
coefficient C, closed form: 0.2877693
coefficient C, quadrature: 0.2877693
reduction, thick-film law: 5.5326 %
reduction, full kernel: 5.5288 %
reduction, marched transport: 5.5288 %
remainder R: 3.7709e-05
bound on R: 0.00030479
film conductivity, thick-film law: 407.27 W/(m K)
film conductivity, full kernel: 407.28 W/(m K)
reduction if fully diffuse (3/8): 7.2096 %
flux-averaged specularity: 0.13427
reduction from flux average: 6.2416 %
test a=1 and 50: mean C: 0.229695
test a=1 and 50: C from transport: 0.229692
rougher lower surface, rms: 0.3 nm
C of rougher surface: 0.36397
reduction, unequal surfaces: 6.2651 %
grain-boundary reflection (rough input): 0.2
grain-boundary reduction, grain = d: 6.6193 %
thermal path shortening (rough input): 10 %
surface reduction, shorter path: 4.9776 %
film conductivity, shorter path: 368.69 W/(m K)
lattice conductivity (rough input): 15 W/(m K)
lattice part / electronic bulk: 3.4793 %
reduction at 373 K, path ~ 1/T: 4.4491 %
roughness correlation length (input): 10 nm
grazing cosine where law is doubtful: 0.12108
largest rise of C from grazing part: 3.5939 %
kT / Fermi energy: 0.0036463
number of subbands k d / pi: 868.44
\end{verbatim}
